# Time Lag and Pulse Dose in Precursor Permeation Through an Inhibitor Film: verification in Python

```python
"""Time lag of precursor permeation through an initially empty inhibitor film.

Result under test: with concentration c0 held at the outer face and a perfect
sink at the buried face, the permeated amount per area Q(t) approaches
(D*c0/L)*(t - L^2/(6D)) from above.
L: film thickness, D: diffusion coefficient, Q: molecules per area that have
crossed the buried face. Also tested: a pulse with complete purge delivers
D*c0*t_pulse/L; a finite sink velocity k and irreversible traps of density N
change the lag by (1+3b)/(1+b), b = D/(k*L), and by 1+3N/c0.
Internal units: nm, s, molecules.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.linalg import expm
from scipy.integrate import solve_ivp

# ---- example inputs: rough values for diethylzinc and a polystyrene mask ----
thickness = 30.0               # nm
diffusivity_cm2 = 1.0e-12      # cm^2/s
temperature = 350.0            # K
pressure_torr = 0.1            # Torr
partition = 200.0              # film concentration / gas concentration
pulse, purge = 1.0, 5.0        # s
molecular_mass = 123.5         # u
molecular_volume = 0.17        # nm^3
site_density = 5.0             # reactive surface sites per nm^2
trap_density = 1.0e-3          # reactive groups in the film per nm^3
reaction_probability = 0.1     # per encounter with the buried surface
jump_length = 0.5              # nm
entry_probability = 1.0e-3     # per gas collision with the film
activation_energy = 0.8        # eV, for diffusion
plasticization = 20.0          # D grows as exp(plasticization*volume fraction)

D = diffusivity_cm2 * 1e14
L = thickness
pressure = pressure_torr * const.torr
gas_density = pressure / (const.k * temperature) * 1e-27
c0 = partition * gas_density
steady_flux = D * c0 / L
lag = L**2 / (6 * D)

# ---- derived formulas ----
orders = np.arange(1, 201)
signs = (-1.0) ** orders


def permeated_formula(t):
    if t <= 0:
        return 0.0
    decay = np.exp(-orders**2 * np.pi**2 * D * t / L**2)
    excess = -2 * c0 * L / np.pi**2 * np.sum(signs * decay / orders**2)
    return steady_flux * (t - lag) + excess


def flux_fraction_formula(t):
    decay = np.exp(-orders**2 * np.pi**2 * D * t / L**2)
    return 1 + 2 * np.sum(signs * decay)


def lag_finite_sink(b):
    return lag * (1 + 3 * b) / (1 + b)


# ---- finite-volume film: state = cell concentrations, Q, outer value ----
cells = 200
width = L / cells
centres = (np.arange(cells) + 0.5) * width


def film_matrix(sink_resistance=0.0):
    """Rate matrix; sink_resistance = 1/k in s/nm, zero for a perfect sink."""
    A = np.zeros((cells + 2, cells + 2))
    hop = D / width**2
    for i in range(cells - 1):
        A[i, i] -= hop
        A[i, i + 1] += hop
        A[i + 1, i + 1] -= hop
        A[i + 1, i] += hop
    A[0, 0] -= 2 * hop
    A[0, cells + 1] += 2 * hop
    exit_velocity = 1 / (width / (2 * D) + sink_resistance)
    A[cells - 1, cells - 1] -= exit_velocity / width
    A[cells, cells - 1] = exit_velocity
    return A


def exposed_film(A, t):
    start = np.zeros(cells + 2)
    start[-1] = c0
    return expm(A * t) @ start


def measured_lag(A, t):
    state = exposed_film(A, t)
    flux = A[cells] @ state
    return t - state[cells] / flux, flux


perfect = film_matrix()
lag_numeric, flux_numeric = measured_lag(perfect, 4 * L**2 / D)
assert abs(lag_numeric / lag - 1) < 1e-4      # grid error of order 1/cells^2
assert abs(flux_numeric / steady_flux - 1) < 1e-6

# ---- whole curve, approach from above, and first-moment identity ----
table_times = [0.5, 1.0, lag, 3 * lag, 6 * lag]
for t in table_times:
    state = exposed_film(perfect, t)
    assert abs(state[cells] - permeated_formula(t)) < 2e-5 * c0 * L
    flux_fraction = perfect[cells] @ state / steady_flux
    assert abs(flux_fraction - flux_fraction_formula(t)) < 2e-4
    assert state[cells] > steady_flux * (t - lag)
    # Q from the Laplace-space solution, first moment from the film model
    q_laplace = c0 * L * float(mp.invertlaplace(
        lambda s: 1 / (s * mp.sqrt(s) * mp.sinh(mp.sqrt(s))),
        D * t / L**2, method="talbot"))
    moment = width * np.sum(centres * state[:cells])
    assert abs(L * q_laplace - (D * c0 * t - moment)) < 2e-5 * c0 * L**2

# ---- finite reaction velocity at the buried surface ----
sink_velocity = reaction_probability * D / jump_length
b_example = D / (sink_velocity * L)
for b in (b_example, 0.5, 2.0):
    found, flux = measured_lag(film_matrix(b * L / D), 10 * L**2 / D)
    assert abs(found / lag_finite_sink(b) - 1) < 1e-4
    assert abs(flux * (1 + b) / steady_flux - 1) < 1e-6

# ---- pulse and purge: outer concentration drops to zero after the pulse ----
for b in (0.0, b_example):
    A = film_matrix(b * L / D)
    state = exposed_film(A, pulse)
    state[-1] = 0.0
    total = (expm(A * 10 * L**2 / D) @ state)[cells]
    assert abs(total * (1 + b) / (steady_flux * pulse) - 1) < 1e-6

after_pulse = exposed_film(perfect, pulse)
stored = width * np.sum(after_pulse[:cells])
after_pulse[-1] = 0.0
after_purge = expm(perfect * purge) @ after_pulse
left_in_film = width * np.sum(after_purge[:cells])
q_pulse = permeated_formula(pulse)
q_purge = permeated_formula(pulse + purge) - permeated_formula(purge)
assert abs(after_purge[cells] - q_purge) < 2e-5 * c0 * L
q_total = steady_flux * pulse
returned = stored - (q_total - q_pulse)
assert returned > 0

# ---- irreversible traps: nonlinear diffusion and capture, scaled units ----
trap_ratio = trap_density / c0


def trap_lag_numeric(capture_rate, n=40, end=60.0):
    """Lag in units L^2/D; c in units c0, x in units L."""
    h = 1.0 / n

    def rates(_, y):
        c, filled = y[:n], y[n:2 * n]
        face = np.empty(n + 1)
        face[0] = 2 * (1 - c[0]) / h
        face[1:n] = (c[:-1] - c[1:]) / h
        face[n] = 2 * c[-1] / h
        capture = capture_rate * c * (trap_ratio - filled)
        return np.concatenate(((face[:-1] - face[1:]) / h - capture,
                               capture, [face[n]]))

    run = solve_ivp(rates, (0, end), np.zeros(2 * n + 1), method="BDF",
                    rtol=1e-7, atol=1e-10)
    assert run.success
    final = run.y[:, -1]
    return end - final[-1] / (2 * final[n - 1] / h)


trap_factor = 1 + 3 * trap_ratio
trap_numeric = [6 * trap_lag_numeric(rate) for rate in (20.0, 100.0)]
for value in trap_numeric:
    assert abs(value / trap_factor - 1) < 2e-3    # grid and time-step error

# ---- sizes of other neglected effects ----
mass = molecular_mass * const.atomic_mass
collision_flux = pressure / np.sqrt(
    2 * np.pi * mass * const.k * temperature) * 1e-18
entry_velocity = entry_probability * collision_flux / c0
entry_ratio = D / (L * entry_velocity)
volume_fraction = c0 * molecular_volume
plastic_change = np.expm1(plasticization * volume_fraction)
kB_eV = const.k / const.e
hot_factor = np.exp(activation_energy / kB_eV
                    * (1 / temperature - 1 / (temperature + 10)))

# ---- printed numbers ----
print(f"film thickness L = {L:.1f} nm")
print(f"diffusion coefficient D = {diffusivity_cm2:.1e} cm^2/s = {D:.1f} nm^2/s")
print(f"temperature = {temperature:.0f} K, pressure = {pressure_torr:.2f} Torr")
print(f"partition coefficient film/gas = {partition:.0f}")
print(f"gas density = {gas_density:.3e} nm^-3")
print(f"concentration at outer face c0 = {c0:.3e} nm^-3")
print(f"steady flux D c0/L = {steady_flux:.3e} nm^-2 s^-1")
print(f"time lag L^2/(6D) = {lag:.3f} s")
print(f"time lag counted in the film model = {lag_numeric:.5f} s")
print(f"relaxation time L^2/(pi^2 D) = {L**2 / (np.pi**2 * D):.3f} s")
print("time (s) | Q (nm^-2) | asymptote (nm^-2) | flux/steady flux")
for t in table_times:
    print(f"{t:6.2f} | {permeated_formula(t):.3e} | "
          f"{steady_flux * (t - lag):+.3e} | {flux_fraction_formula(t):.4f}")
print(f"pulse = {pulse:.1f} s, purge = {purge:.1f} s")
print(f"permeated by end of pulse = {q_pulse:.3e} nm^-2")
print(f"stored in film at end of pulse = {stored:.3e} nm^-2")
print(f"permeated by end of purge = {q_purge:.3e} nm^-2")
print(f"left in film at end of purge = {left_in_film:.3e} nm^-2")
print(f"permeated after complete purge = {q_total:.3e} nm^-2")
print(f"share of this that arrives during the pulse = {q_pulse / q_total:.4f}")
print(f"returned through outer face after pulse = {returned:.3e} nm^-2")
print(f"assumed trap density N = {trap_density:.1e} nm^-3")
print(f"N/c0 = {trap_ratio:.3f}")
print(f"lag factor from traps, formula = {trap_factor:.3f}")
print(f"lag factor from traps, slow capture run = {trap_numeric[0]:.3f}")
print(f"lag factor from traps, fast capture run = {trap_numeric[1]:.3f}")
print(f"lag with traps = {lag * trap_factor:.2f} s")
print(f"trap density that doubles the lag = {c0 / 3:.2e} nm^-3")
print(f"assumed reaction probability = {reaction_probability:.2f}, "
      f"jump length = {jump_length:.1f} nm")
print(f"sink velocity k = {sink_velocity:.1f} nm/s, D/(kL) = {b_example:.4f}")
print(f"lag with finite sink velocity = {lag_finite_sink(b_example):.3f} s")
print(f"steady flux factor, finite sink = {1 / (1 + b_example):.4f}")
print(f"assumed activation energy of D = {activation_energy:.2f} eV")
print(f"D factor for a film 10 K hotter = {hot_factor:.3f}")
print(f"lag for a film 10 K hotter = {lag / hot_factor:.3f} s")
print(f"precursor volume fraction in film = {volume_fraction:.2e}")
print(f"assumed plasticization exponent = {plasticization:.0f}")
print(f"relative rise of D by plasticization = {plastic_change:.2e}")
print(f"gas collision flux = {collision_flux:.3e} nm^-2 s^-1")
print(f"assumed entry probability = {entry_probability:.1e}")
print(f"entry resistance / film resistance = {entry_ratio:.2e}")
print(f"assumed surface site density = {site_density:.1f} nm^-2")
print(f"share of sites used per pulse = {q_total / site_density:.2e}")
print(f"pinhole area fraction of equal effect = {q_total / site_density:.2e}")
print("no test failed")
```

It prints:

```
film thickness L = 30.0 nm
diffusion coefficient D = 1.0e-12 cm^2/s = 100.0 nm^2/s
temperature = 350 K, pressure = 0.10 Torr
partition coefficient film/gas = 200
gas density = 2.759e-06 nm^-3
concentration at outer face c0 = 5.518e-04 nm^-3
steady flux D c0/L = 1.839e-03 nm^-2 s^-1
time lag L^2/(6D) = 1.500 s
time lag counted in the film model = 1.50002 s
relaxation time L^2/(pi^2 D) = 0.912 s
time (s) | Q (nm^-2) | asymptote (nm^-2) | flux/steady flux
  0.50 | 8.435e-06 | -1.839e-03 | 0.0532
  1.00 | 1.903e-04 | -9.197e-04 | 0.3568
  1.50 | 6.463e-04 | +0.000e+00 | 0.6167
  4.50 | 5.542e-03 | +5.518e-03 | 0.9856
  9.00 | 1.380e-02 | +1.379e-02 | 0.9999
pulse = 1.0 s, purge = 5.0 s
permeated by end of pulse = 1.903e-04 nm^-2
stored in film at end of pulse = 6.036e-03 nm^-2
permeated by end of purge = 1.830e-03 nm^-2
left in film at end of purge = 1.857e-05 nm^-2
permeated after complete purge = 1.839e-03 nm^-2
share of this that arrives during the pulse = 0.1035
returned through outer face after pulse = 4.387e-03 nm^-2
assumed trap density N = 1.0e-03 nm^-3
N/c0 = 1.812
lag factor from traps, formula = 6.437
lag factor from traps, slow capture run = 6.437
lag factor from traps, fast capture run = 6.437
lag with traps = 9.66 s
trap density that doubles the lag = 1.84e-04 nm^-3
assumed reaction probability = 0.10, jump length = 0.5 nm
sink velocity k = 20.0 nm/s, D/(kL) = 0.1667
lag with finite sink velocity = 1.929 s
steady flux factor, finite sink = 0.8571
assumed activation energy of D = 0.80 eV
D factor for a film 10 K hotter = 2.089
lag for a film 10 K hotter = 0.718 s
precursor volume fraction in film = 9.38e-05
assumed plasticization exponent = 20
relative rise of D by plasticization = 1.88e-03
gas collision flux = 1.690e+05 nm^-2 s^-1
assumed entry probability = 1.0e-03
entry resistance / film resistance = 1.09e-05
assumed surface site density = 5.0 nm^-2
share of sites used per pulse = 3.68e-04
pinhole area fraction of equal effect = 3.68e-04
no test failed
```
